# Franck-Condon blockade: why low-bias current is suppressed and high bias restores it: test program

```python
"""Franck-Condon blockade of a single level coupled to one harmonic mode.

Result under test: with relaxed vibrations and a symmetric bias V,
    I = e * GL*GR/(GL+GR) * S_N,   S_N = sum_{q=0..N} exp(-g) g^q / q!,
    N = floor(e V / (2 omega)),    g = M omega d^2 / (2 hbar).
Symbols: omega = vibrational quantum (eV), M = mode mass, d = shift of the
rest position on charging, g = Huang-Rhys factor, GL = GR = Gamma = bare
tunnelling rates times hbar (eV), P_q = overlap probability from the
vibrational ground state to state q of the other charge state.
Master-equation currents are in units of e*Gamma/hbar until printed.
"""
import math
import numpy as np
import scipy.sparse as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.sparse.linalg import expm_multiply
from scipy.special import expit

omega = 0.010            # eV
mass_u = 100.0           # atomic mass units
shift = 0.20             # angstrom
temperature = 4.0        # K
gamma = 1.0e-6           # eV, each lead
barrier_height = 4.0     # eV, used only to size neglected effects
barrier_width = 10.0     # angstrom, each side

ev = sc.e
kT = sc.k * temperature / ev
mass = mass_u * sc.atomic_mass
length = math.sqrt(sc.hbar**2 / (mass * omega * ev)) * 1e10   # angstrom
g = shift**2 / (2 * length**2)
current_unit = sc.e * gamma * ev / sc.hbar * 1e12             # pA


def poisson(q, coupling):
    return math.exp(-coupling) * coupling**q / math.factorial(q)


def oscillator_hamiltonian(size, coupling):
    """Occupied-state vibration in the empty-state basis, unit omega."""
    ladder = np.sqrt(np.arange(1, size))
    x = np.diag(ladder, 1) + np.diag(ladder, -1)
    return np.diag(np.arange(size, dtype=float)) + math.sqrt(coupling) * x


def overlap_table(coupling, keep=160, size=340):
    """Squared overlaps: row = occupied state, column = empty state."""
    energies, vectors = np.linalg.eigh(oscillator_hamiltonian(size, coupling))
    return energies[:keep], (vectors[:keep, :keep]**2).T


# Overlaps by real-space quadrature and by diagonalization
x = np.linspace(-1.5, 1.7, 6401)
dx = x[1] - x[0]


def wavefunctions(centre, count):
    y = (x - centre) / length
    states = [np.exp(-y**2 / 2) / (math.pi**0.25 * math.sqrt(length))]
    states.append(math.sqrt(2) * y * states[0])
    for n in range(1, count - 1):
        states.append(math.sqrt(2 / (n + 1)) * y * states[n]
                      - math.sqrt(n / (n + 1)) * states[n - 1])
    return np.array(states)


empty0 = wavefunctions(0.0, 2)[0]
occupied = wavefunctions(shift, 40)
prob_grid = (occupied @ empty0 * dx)**2
prob_formula = np.array([poisson(q, g) for q in range(40)])
assert np.allclose(prob_grid, prob_formula, atol=1e-9)
assert abs(prob_grid.sum() - 1) < 1e-8
energies, table = overlap_table(g)
assert np.allclose(energies[:30], np.arange(30) - g, atol=1e-7)
assert np.allclose(table[:40, 0], prob_grid, atol=1e-9)
assert np.allclose(table[0, :40], prob_grid, atol=1e-9)

# Mean vibrational energy equals the classical energy of a vertical jump
mean_energy = omega * np.dot(np.arange(40), prob_grid)
spring = mass * (omega * ev / sc.hbar)**2                    # N/m
vertical_energy = 0.5 * spring * (shift * 1e-10)**2 / ev
assert abs(mean_energy / vertical_energy - 1) < 1e-6


# Golden-rule sum against full quantum evolution (unit omega, hbar = 1)
def escape_rate(level, coupling, rate, levels=400, band=6.0, nvib=14):
    """Decay of a relaxed charged level into empty lead states above 0."""
    spacing = band / levels
    hop = math.sqrt(rate * spacing / (2 * math.pi))
    electron = np.zeros((levels + 1, levels + 1))
    electron[0, 0] = level + coupling
    np.fill_diagonal(electron[1:, 1:], (np.arange(levels) + 0.5) * spacing)
    electron[0, 1:] = electron[1:, 0] = hop
    free = np.diag(np.arange(nvib, dtype=float))
    charged = oscillator_hamiltonian(nvib, coupling)
    on_dot = sp.csr_matrix(([1.0], ([0], [0])), shape=electron.shape)
    ham = (sp.kron(sp.csr_matrix(electron), sp.identity(nvib))
           + sp.kron(sp.identity(levels + 1), sp.csr_matrix(free))
           + sp.kron(on_dot, sp.csr_matrix(charged - free))).tocsr()
    start = np.zeros(ham.shape[0], dtype=complex)
    start[:nvib] = np.linalg.eigh(charged)[1][:, 0]
    times = np.linspace(0, 140, 15)
    states = expm_multiply(-1j * ham, start, start=0, stop=140, num=15,
                           endpoint=True)
    remaining = (abs(states[:, :nvib])**2).sum(axis=1)
    return -np.polyfit(times[2:], np.log(remaining[2:]), 1)[0]


dynamics = []
for top in range(3):
    measured = escape_rate(top + 0.5, 2.0, 0.02) / 0.02
    expected = sum(poisson(q, 2.0) for q in range(top + 1))
    # tolerance: corrections of higher order in rate/omega = 0.02
    assert abs(measured / expected - 1) < 0.05, (top, measured, expected)
    dynamics.append((top + 1, measured, expected))


# Master equation for charge and all vibrational states
def steady_current(bias, gate, relaxation, overlaps):
    n = len(overlaps)
    q = np.arange(n)
    electron_energy = gate + omega * (q[:, None] - q[None, :])
    arg_l = (electron_energy - bias / 2) / kT
    arg_r = (electron_energy + bias / 2) / kT
    in_l, in_r = overlaps * expit(-arg_l), overlaps * expit(-arg_r)
    out_l, out_r = (overlaps * expit(arg_l)).T, (overlaps * expit(arg_r)).T
    rates = np.zeros((2 * n, 2 * n))
    rates[n:, :n] = in_l + in_r
    rates[:n, n:] = out_l + out_r
    rates -= np.diag(rates.sum(axis=0))
    thermal = np.exp(-q * omega / kT)
    thermal /= thermal.sum()
    relax = relaxation * (np.outer(thermal, np.ones(n)) - np.eye(n))
    rates[:n, :n] += relax
    rates[n:, n:] += relax
    rates[0, :] = 1.0
    source = np.zeros(2 * n)
    source[0] = 1.0
    p = np.linalg.solve(rates, source)
    assert p.min() > -1e-9 and abs(p[n - 1]) + abs(p[-1]) < 1e-6
    mean_q = q @ (p[:n] + p[n:])
    return (in_l @ p[:n]).sum() - (out_l @ p[n:]).sum(), mean_q


fast = 1.0e4
staircase = []
for top in range(11):
    bias = 0.008 if top == 0 else (2 * top + 1) * omega
    total = sum(poisson(q, g) for q in range(top + 1))
    relaxed, _ = steady_current(bias, 0.0, fast, table)
    unrelaxed, mean_q = steady_current(bias, 0.0, 0.0, table)
    assert abs(relaxed / (total / 2) - 1) < 2e-3, (bias, relaxed, total / 2)
    if top == 0:
        assert abs(unrelaxed / (total / 2) - 1) < 2e-3
    staircase.append((bias, top, poisson(top, g), total, relaxed,
                      unrelaxed, mean_q))
low, high = staircase[0], staircase[-1]

# A gate can open an excited channel for entry or exit, not for both
p0, p1 = poisson(0, g), poisson(1, g)
gate_bias = 0.015
gate_best = max(steady_current(gate_bias, e, fast, table)[0]
                for e in np.linspace(-0.012, 0.012, 49))
gate_formula = p0 * (p0 + p1) / (2 * p0 + p1)
assert gate_best < p0
assert abs(gate_best / gate_formula - 1) < 5e-3

# Same biases, other displacements: suppression follows g alone
comparison = []
for coupling in (0.1, 1.0, g):
    overlaps = overlap_table(coupling)[1]
    ratio = (steady_current(low[0], 0.0, fast, overlaps)[0]
             / steady_current(high[0], 0.0, fast, overlaps)[0])
    s_high = sum(poisson(q, coupling) for q in range(11))
    assert abs(ratio * s_high / math.exp(-coupling) - 1) < 4e-3
    comparison.append((coupling, ratio))

# Sizes of neglected effects
def virtual_amplitude(energy):
    return sum(poisson(q, g) / (energy - q * omega) for q in range(1, 40))


cotunnel = gamma / (2 * math.pi) * quad(
    lambda e: virtual_amplitude(e)**2, -low[0] / 2, low[0] / 2)[0]
kappa = math.sqrt(2 * sc.m_e * barrier_height * ev) / sc.hbar * 1e-10


def series(a, b):
    return a * b / (a + b)


occ0 = occupied[0]
low_moving = series((np.sum(occ0 * np.exp(kappa * x) * empty0) * dx)**2,
                    (np.sum(occ0 * np.exp(-kappa * x) * empty0) * dx)**2)
high_moving = series(np.sum(empty0**2 * np.exp(2 * kappa * x)) * dx,
                     np.sum(occ0**2 * np.exp(-2 * kappa * x)) * dx)
moving_factor = low_moving / high_moving / p0
slope = barrier_width * kappa / barrier_height               # d ln Gamma/dE
enter = sum(poisson(q, g) * math.exp(slope * q * omega) for q in range(11))
leave = sum(poisson(q, g) * math.exp(-slope * q * omega) for q in range(11))
barrier_change = series(enter, leave) / (high[3] / 2) - 1
spring_ev = spring * 1e-20 / ev                              # eV/angstrom^2


def field_effect(bias):
    """Field (eV/angstrom per charge) and relative change of d."""
    field = bias / (2 * barrier_width)
    return field, field / spring_ev / shift


field_high, pull_high = field_effect(high[0])
pull_low = field_effect(low[0])[1]
p0_change = math.exp(-g * ((1 - pull_low)**2 - 1)) - 1

print("INPUTS (round model values)")
print(f"omega = {omega:.3f} eV; mass = {mass_u:.0f} u; d = {shift:.2f} angstrom")
print(f"T = {temperature:.1f} K; Gamma_L = Gamma_R = {gamma:.1e} eV")
print(f"barrier for estimates: {barrier_height:.1f} eV, "
      f"{barrier_width:.0f} angstrom per side")
print("OVERLAPS")
print(f"oscillator length l = {length:.5f} angstrom; g = {g:.4f}")
print(f"P_0 = exp(-g) = {p0:.6f}; by quadrature {prob_grid[0]:.6f}")
print(f"sum of 40 quadrature probabilities = {prob_grid.sum():.8f}")
print(f"mean vibrational energy = {mean_energy:.5f} eV; "
      f"classical {vertical_energy:.5f} eV")
print("ESCAPE RATE / Gamma, quantum evolution, g = 2, Gamma = 0.02 omega")
for count, measured, expected in dynamics:
    print(f"open channels {count}: evolution {measured:.4f}, sum {expected:.4f}")
print("STAIRCASE: V (V), N, P_N, S_N, I relaxed (pA), "
      "I unrelaxed (pA), unrelaxed mean q")
for bias, top, p, total, rel, unrel, mean_q in staircase:
    print(f"{bias:.3f} {top:3d} {p:.5f} {total:.5f} {rel*current_unit:9.3f} "
          f"{unrel*current_unit:9.3f} {mean_q:8.3f}")
print(f"bare current limit e*Gamma/(2 hbar) = {current_unit/2:.2f} pA")
print(f"relaxed current ratio high/low = {high[4]/low[4]:.1f}")
wait = sc.hbar / (gamma * ev) * 1e9
print(f"mean wait per tunnelling step: low bias {wait/low[3]:.2f} ns, "
      f"high bias {wait/high[3]:.3f} ns")
print(f"GATE at V = {gate_bias:.3f} V: best current "
      f"{gate_best*current_unit:.3f} pA; bound e*Gamma*P_0/hbar "
      f"{p0*current_unit:.3f} pA")
print("DISPLACEMENT TEST: I(0.008 V)/I(0.210 V), relaxed")
for coupling, ratio in comparison:
    print(f"g = {coupling:.3f}: ratio {ratio:.5f}")
print("NEGLECTED EFFECTS")
print(f"kT = {kT:.3e} eV; Gamma_total/kT = {2*gamma/kT:.2e}")
print(f"thermal weight of q=1 relative to q=0 = {math.exp(-omega/kT):.1e}")
print(f"elastic cotunnelling / sequential at low bias = {cotunnel/low[4]:.2e}")
print(f"spin factor on current (double charging excluded) = "
      f"{series(2, 1)/series(1, 1):.3f}")
print(f"mode moving along junction: low/high ratio times {moving_factor:.3f}")
print(f"barrier energy dependence at high bias: {100*barrier_change:.2f} % "
      "of current")
print(f"field at high bias (both barriers only) = {field_high*100:.2f} MV/cm")
print(f"field pull / d: low bias {100*pull_low:.3f} %, "
      f"high bias {100*pull_high:.2f} %")
print(f"largest change of P_0 by field at low bias = {100*p0_change:.2f} %")
print("checks complete")
```

Printed output:

```
INPUTS (round model values)
omega = 0.010 eV; mass = 100 u; d = 0.20 angstrom
T = 4.0 K; Gamma_L = Gamma_R = 1.0e-06 eV
barrier for estimates: 4.0 eV, 10 angstrom per side
OVERLAPS
oscillator length l = 0.06465 angstrom; g = 4.7845
P_0 = exp(-g) = 0.008358; by quadrature 0.008358
sum of 40 quadrature probabilities = 1.00000000
mean vibrational energy = 0.04785 eV; classical 0.04785 eV
ESCAPE RATE / Gamma, quantum evolution, g = 2, Gamma = 0.02 omega
open channels 1: evolution 0.1358, sum 0.1353
open channels 2: evolution 0.4064, sum 0.4060
open channels 3: evolution 0.6769, sum 0.6767
STAIRCASE: V (V), N, P_N, S_N, I relaxed (pA), I unrelaxed (pA), unrelaxed mean q
0.008   0 0.00836 0.00836     1.017     1.017    0.000
0.030   1 0.03999 0.04835     5.884    15.037    0.413
0.050   2 0.09567 0.14401    17.528    32.800    1.022
0.070   3 0.15257 0.29659    36.097    45.927    1.669
0.090   4 0.18250 0.47908    58.308    55.612    2.339
0.110   5 0.17463 0.65371    79.560    62.553    3.015
0.130   6 0.13925 0.79297    96.507    68.183    3.761
0.150   7 0.09518 0.88815   108.090    72.951    4.589
0.170   8 0.05692 0.94507   115.018    76.950    5.477
0.190   9 0.03026 0.97533   118.701    80.327    6.422
0.210  10 0.01448 0.98981   120.463    83.222    7.424
bare current limit e*Gamma/(2 hbar) = 121.71 pA
relaxed current ratio high/low = 118.4
mean wait per tunnelling step: low bias 78.75 ns, high bias 0.665 ns
GATE at V = 0.015 V: best current 1.734 pA; bound e*Gamma*P_0/hbar 2.035 pA
DISPLACEMENT TEST: I(0.008 V)/I(0.210 V), relaxed
g = 0.100: ratio 0.90482
g = 1.000: ratio 0.36787
g = 4.785: ratio 0.00844
NEGLECTED EFFECTS
kT = 3.447e-04 eV; Gamma_total/kT = 5.80e-03
thermal weight of q=1 relative to q=0 = 2.5e-13
elastic cotunnelling / sequential at low bias = 2.28e-04
spin factor on current (double charging excluded) = 1.333
mode moving along junction: low/high ratio times 1.225
barrier energy dependence at high bias: -0.58 % of current
field at high bias (both barriers only) = 1.05 MV/cm
field pull / d: low bias 0.084 %, high bias 2.19 %
largest change of P_0 by field at low bias = 0.80 %
checks complete
```
